# The triple-dipole coefficient $C_9$ and the Midzuno-Kihara relation: test program

```python
"""Triple-dipole coefficient C9, Rydberg atomic units (hbar=1, e^2=2, m_e=1/2).
Tests: (1) algebraic and integral identities, (2) geometric trace, (3) C9=(3/pi)int a a a dw
against third-order sums and exact diagonalization of three model atoms, (4) normal modes of
coupled oscillators (one-pole, unlike, anisotropic), (5) orientation average,
(6) the bound C9 <= (3/4) alpha C6 with hydrogen pseudo-states. Then a worked example."""
import itertools
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_laguerre, eval_genlaguerre
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants as pc

RY_MEV = 1e3 * pc["Rydberg constant times hc in eV"][0]
E2 = 2.0  # e^2 in Ry bohr
mp.mp.dps = 40
rng = np.random.default_rng(1)
close = lambda x, y, tol: abs(x - y) <= tol * abs(y)
integ = lambda f: quad(f, 0, np.inf, epsabs=0, epsrel=1e-11, limit=400)[0]
def show(label, value, unit=""):
    print(f"{label} = {value:.6g} {unit}".rstrip())

def T(p, q):
    r = q - p; R = np.linalg.norm(r); n = r / R
    return (3 * np.outer(n, n) - np.eye(3)) / R**3

def geom(X):
    """Return 1+3cosAcosBcosC and (R_AB R_BC R_CA)^3."""
    P, D = 1.0, 1.0
    for i in range(3):
        u, v = X[(i + 1) % 3] - X[i], X[(i + 2) % 3] - X[i]
        P *= u @ v / np.linalg.norm(u) / np.linalg.norm(v); D *= np.linalg.norm(u)**3
    return 1 + 3 * P, D

# (1) identities
a, b, c, w, al = sp.symbols("a b c w al", positive=True)
en = {0: a, 1: b, 2: c}; Pi = (a + b) * (b + c) * (c + a); total = 0
for b1, b2, b3 in itertools.permutations([{0, 1}, {1, 2}, {0, 2}]):
    total += 1 / (sum(en[k] for k in b1) * sum(en[k] for k in b1 ^ b2))
assert sp.simplify(total - 4 * (a + b + c) / Pi) == 0
gap = (a*b/(a+b) + b*c/(b+c) + c*a/(c+a)) / 4 - a*b*c*(a+b+c) / Pi
assert sp.simplify(gap - ((a*b-b*c)**2 + (b*c-c*a)**2 + (c*a-a*b)**2) / (8*Pi)) == 0
pole = al * a**2 / (a**2 + w**2)
C6s = 3 / sp.pi * sp.integrate(pole**2, (w, 0, sp.oo))
C9s = 3 / sp.pi * sp.integrate(pole**3, (w, 0, sp.oo))
assert sp.simplify(C6s - 3*al**2*a/4) == 0 and sp.simplify(C9s - 3*al*C6s/4) == 0
for _ in range(5):
    x, y, z = rng.uniform(0.3, 3, 3)
    assert close(integ(lambda t: x*y*z/((x*x+t*t)*(y*y+t*t)*(z*z+t*t))),
                 np.pi/2*(x+y+z)/((x+y)*(y+z)*(z+x)), 1e-9)
    mixed = 2*integ(lambda t: (1/((x+1j*t)*(y-1j*t)*(z-1j*t))).real)
    assert close(mixed, 2*np.pi/((x+y)*(x+z)), 1e-9)
    same = 2*quad(lambda t: (1/((x+1j*t)*(y+1j*t)*(z+1j*t))).real, 0, np.inf,
                  epsabs=1e-12, limit=400)[0]
    assert abs(same) < 1e-8
# (2) geometric trace
for _ in range(20):
    X = rng.normal(size=(3, 3)); g, D = geom(X)
    assert abs(np.trace(T(X[0], X[1]) @ T(X[1], X[2]) @ T(X[2], X[0])) * D + 3 * g) < 1e-10

# (3) model atoms: s ground, two p triplets, one excited s coupled to both p levels
def atom(wp, zp, ws, zs):
    h = np.array([0.0] + [wp[0]]*3 + [wp[1]]*3 + [ws]); d = np.zeros((3, 8, 8))
    for i in range(3):
        for n in range(2):
            k = 1 + 3*n + i
            d[i, 0, k] = d[i, k, 0] = np.sqrt(E2) * zp[n]
            d[i, 7, k] = d[i, k, 7] = np.sqrt(E2) * zs[n]
    return h, d, lambda t: sum(2*E2*zp[n]**2*wp[n]/(wp[n]**2+t*t) for n in range(2))
atoms = [atom((0.9, 1.7), (0.8, 0.5), 1.2, (0.9, 0.4)),
         atom((0.7, 2.1), (0.7, 0.6), 1.0, (0.5, 0.8)),
         atom((1.1, 1.5), (0.9, 0.4), 1.9, (0.7, 0.6))]
XM = np.array([[0, 0, 0], [6, 0, 0], [2, 5, 1.5]], float)
H0 = (atoms[0][0][:, None, None] + atoms[1][0][None, :, None] + atoms[2][0][None, None, :]).ravel()
def Vpair(p, q):
    V = np.zeros((512, 512)); t = T(XM[p], XM[q])
    for i in range(3):
        ops = [np.eye(8)] * 3
        ops[p] = atoms[p][1][i]; ops[q] = np.tensordot(t[i], atoms[q][1], 1)
        V -= np.kron(np.kron(ops[0], ops[1]), ops[2])
    return V
VAB, VBC, VAC = Vpair(0, 1), Vpair(1, 2), Vpair(0, 2); V = VAB + VBC + VAC
ground = lambda M: eigh(np.diag(H0) + M, eigvals_only=True, subset_by_index=[0, 0])[0]
odd = lambda M, l: (ground(l*M) - ground(-l*M)) / 2
C9m = 3/np.pi * integ(lambda t: atoms[0][2](t)*atoms[1][2](t)*atoms[2][2](t))
gm, Dm = geom(XM); E3_formula = C9m * gm / Dm
gv = np.concatenate(([0.0], V[1:, 0] / H0[1:])); E3_sum = gv @ V @ gv
assert abs(V[0, 0]) < 1e-15 and close(E3_sum, E3_formula, 1e-9)
lams = np.array([0.4, 0.6, 0.8])
E3_diag = np.polyfit(lams**2, [odd(V, l)/l**3 for l in lams], 2)[-1]
assert close(E3_diag, E3_formula, 2e-6)  # limited by eigenvalue round-off and lambda^9 terms
assert abs(odd(VAB, 1.0)) < 1e-13 and abs(odd(VAB + VBC, 1.0)) < 1e-13

# (4) coupled oscillators: a site is (principal alphas, principal frequencies, rotation)
def osc_energy(sites, X, lam):
    n = len(sites); M = mp.zeros(3*n)
    G = [R @ np.diag(o*np.sqrt(p)) @ R.T for p, o, R in sites]
    for A in range(n):
        for B in range(A, n):
            p, o, R = sites[A]
            if A == B:
                blk = R @ np.diag(o*o) @ R.T; blk = (blk + blk.T)/2; f = mp.mpf(1)
            else:
                blk = -G[A] @ T(X[A], X[B]) @ G[B]; f = mp.mpf(lam)
            for i in range(3):
                for j in range(3):
                    M[3*A+i, 3*B+j] = M[3*B+j, 3*A+i] = f * mp.mpf(float(blk[i, j]))
    ev = mp.eigsy(M, eigvals_only=True)
    return sum(mp.sqrt(ev[k]) for k in range(3*n)) / 2
def osc_third(sites, X, l=1e-5):
    return float((osc_energy(sites, X, l) - osc_energy(sites, X, -l)) / (2*mp.mpf(l)**3))
iso = lambda p, o: (np.full(3, p), np.full(3, o), np.eye(3))
C9_poles = lambda p, o: 1.5*np.prod(p)*np.prod(o)*sum(o)/((o[0]+o[1])*(o[1]+o[2])*(o[2]+o[0]))
pp, oo = (5.0, 11.0, 28.0), (0.8, 1.4, 1.0)
assert close(osc_third([iso(*s) for s in zip(pp, oo)], XM), C9_poles(pp, oo)*gm/Dm, 1e-8)
tn, tw = np.polynomial.legendre.leggauss(80); tn = (tn+1)/2
wn, ww = tn/(1-tn), tw/2/(1-tn)**2
ap, op = np.array([36.0, 26.0, 22.0]), np.array([0.9, 1.0, 1.15])
diag_w = ap*op**2/(op**2 + wn[:, None]**2)
tens = lambda R: np.einsum("ik,wk,jk->wij", R, diag_w, R)
Rs = Rotation.random(3, 7).as_matrix()
Ts = [T(XM[0], XM[1]), T(XM[1], XM[2]), T(XM[2], XM[0])]
E3_t = -np.einsum("wij,wjk,wki,w->", *[tens(Rs[k]) @ Ts[k] for k in range(3)], ww)/np.pi
assert close(osc_third([(ap, op, R) for R in Rs], XM), E3_t, 1e-7)
# (5) average of the tensor formula over 24^3 orientations (exact for rank-2 tensors)
cube = [np.diag(s).astype(float)[list(p)] for p in itertools.permutations(range(3))
        for s in itertools.product((1, -1), repeat=3)]
cube = [g for g in cube if np.linalg.det(g) > 0]; assert len(cube) == 24
F = [np.array([tens(g @ Rs[k]) @ Ts[k] for g in cube]) for k in range(3)]
FAB = np.einsum("awij,bwjk,w->abwik", F[0], F[1], ww)
E3_all = -np.einsum("abwik,cwki->abc", FAB, F[2], optimize=True)/np.pi
abar = lambda t: np.mean(ap*op**2/(op**2 + t*t))
C6a = 3/np.pi*integ(lambda t: abar(t)**2); C9a = 3/np.pi*integ(lambda t: abar(t)**3)
assert close(E3_all.mean(), C9a*gm/Dm, 1e-9) and C9a < 0.75*abar(0)*C6a

# (6) hydrogen: u = r^2 exp(-r) p(r); <H+1> = int exp(-2r)[r^4 p'p' + 2 r^3 p p] dr
def hydrogen(N):
    x, wt = roots_laguerre(60); r = x/2; wt = wt/2
    P = np.array([eval_genlaguerre(k, 4, x) for k in range(N)])
    dP = np.array([0*x] + [-2*eval_genlaguerre(k-1, 5, x) for k in range(1, N)])
    nrm = np.sqrt((P*P*wt*r**4).sum(1))[:, None]; P, dP = P/nrm, dP/nrm
    om, U = eigh((dP*wt*r**4) @ dP.T + (P*wt*2*r**3) @ P.T, (P*wt*r**4) @ P.T)
    return om, (U.T @ (P @ (2*wt*r**4)))**2 / 3  # excitation energies, |<1s|z|n>|^2
def h_coeffs(N):
    om, z2 = hydrogen(N); f = lambda t: np.sum(2*E2*z2*om/(om**2+t*t))
    return f(0), 3/np.pi*integ(lambda t: f(t)**2), 3/np.pi*integ(lambda t: f(t)**3)
om, z2 = hydrogen(24); aH, C6H, C9H = h_coeffs(24)
assert close(om[0], 0.75, 1e-9) and close((om*z2).sum(), 1.0, 1e-9) and close(aH, 4.5, 1e-9)
assert close(h_coeffs(16)[1], C6H, 1e-7) and close(h_coeffs(16)[2], C9H, 1e-7)
s = E2*z2; A_, B_, C_ = np.meshgrid(om, om, om, indexing="ij")
sss = np.einsum("i,j,k->ijk", s, s, s); PiH = (A_+B_)*(B_+C_)*(C_+A_)
assert close(12*np.sum(sss*(A_+B_+C_)/PiH), C9H, 1e-8)
Dg = ((A_*B_-B_*C_)**2 + (B_*C_-C_*A_)**2 + (C_*A_-A_*B_)**2)/(8*PiH)
assert close(1.5*np.sum(8*sss/(A_*B_*C_)*Dg), 0.75*aH*C6H - C9H, 1e-6) and C9H < 0.75*aH*C6H

# worked example
al0, w0, R = 28.0, 1.0, 8.0
f1 = lambda t: al0*w0**2/(w0**2+t*t)
C6 = 3/np.pi*integ(lambda t: f1(t)**2); C9 = 3/np.pi*integ(lambda t: f1(t)**3)
assert close(C9, 0.75*al0*C6, 1e-10)
show("1 Ry", RY_MEV, "meV")
show("model atoms: C9 by quadrature", C9m, "Ry bohr^9")
show("model atoms: angular factor", gm); show("model atoms: (R_AB R_BC R_CA)^3", Dm, "bohr^9")
print(f"model atoms: E3 formula = {E3_formula:.7e} Ry")
print(f"model atoms: E3 third-order sum = {E3_sum:.7e} Ry")
print(f"model atoms: E3 diagonalization = {E3_diag:.7e} Ry")
show("input alpha", al0, "bohr^3"); show("input omega0", w0, "Ry"); show("input R", R, "bohr")
show("oscillator strength f = alpha w0^2/4", al0*w0**2/4)
show("s = alpha w0/2", al0*w0/2, "Ry bohr^3"); show("|<0|z|a>|^2 = s/e^2", al0*w0/2/E2, "bohr^2")
show("C6", C6, "Ry bohr^6"); show("C9", C9, "Ry bohr^9"); show("C9 in Hartree units", C9/2, "Ha bohr^9")
shapes = {"equilateral": [[0, 0, 0], [R, 0, 0], [R/2, R*np.sqrt(3)/2, 0]],
          "right": [[0, 0, 0], [R, 0, 0], [0, R, 0]], "linear": [[0, 0, 0], [R, 0, 0], [2*R, 0, 0]]}
site = iso(al0, w0); pairs = list(itertools.combinations(range(3), 2))
for name, X in shapes.items():
    X = np.array(X, float); g, D = geom(X); E3 = C9*g/D
    E2b = -sum(C6/np.linalg.norm(X[i]-X[j])**6 for i, j in pairs)
    assert close(osc_third([site]*3, X), E3, 1e-8)
    nonadd = float(osc_energy([site]*3, X, 1) + 4.5*w0
                   - sum(osc_energy([site]*2, X[[i, j]], 1) for i, j in pairs))
    print(f"{name}: angular factor = {g:.6g}, (RRR)^3 = {D:.6g} bohr^9")
    print(f"{name}: E3 = {E3:.5e} Ry = {E3*RY_MEV:.5g} meV")
    print(f"{name}: pair C6 energy = {E2b:.5e} Ry = {E2b*RY_MEV:.5g} meV")
    print(f"{name}: E3/|pair| = {E3/abs(E2b):.5g}")
    print(f"{name}: all-order oscillator non-additive = {nonadd:.5e} Ry")
    if name == "equilateral":
        assert close(E3/abs(E2b), 11*al0/(32*R**3), 1e-9)
show("11 alpha/(32 R^3)", 11*al0/(32*R**3))
apex = brentq(lambda t: geom(np.array([[0, 0, 0], [1, 0, 0], [np.cos(t), np.sin(t), 0]]))[0], 1.6, 3.0)
assert close(np.cos(apex), (1-np.sqrt(11/3))/2, 1e-9)
print(f"sign change: cos(apex) = {np.cos(apex):.6g}, apex = {np.degrees(apex):.5g} deg")
print("anisotropic input alpha = 36, 26, 22 bohr^3; omega = 0.9, 1.0, 1.15 Ry")
show("anisotropic: mean alpha", abar(0), "bohr^3"); show("anisotropic: C6", C6a, "Ry bohr^6")
show("anisotropic: C9", C9a, "Ry bohr^9"); show("anisotropic: (3/4) alpha C6", 0.75*abar(0)*C6a, "Ry bohr^9")
show("anisotropic: C9/bound", C9a/(0.75*abar(0)*C6a))
show("H (24 p pseudo-states): lowest excitation", om[0], "Ry"); show("H: alpha", aH, "bohr^3")
show("H: C6", C6H, "Ry bohr^6"); show("H: C9", C9H, "Ry bohr^9")
show("H: (3/4) alpha C6", 0.75*aH*C6H, "Ry bohr^9"); show("H: C9/bound", C9H/(0.75*aH*C6H))
wH = 4*C6H/(3*aH**2); show("H: one-pole omega = 4 C6/(3 alpha^2)", wH, "Ry")
mix1 = C9_poles((al0, al0, aH), (w0, w0, wH))
assert close(3/np.pi*integ(lambda t: f1(t)**2*aH*wH**2/(wH**2+t*t)), mix1, 1e-9)
mix2 = 3/np.pi*integ(lambda t: f1(t)**2*np.sum(2*s*om/(om**2+t*t)))
show("site-site-H: C9, one-pole H", mix1, "Ry bohr^9"); show("site-site-H: C9, full H", mix2, "Ry bohr^9")
print("ALL CHECKS PASSED")
```

It prints:

```
1 Ry = 13605.7 meV
model atoms: C9 by quadrature = 22.0036 Ry bohr^9
model atoms: angular factor = 1.34183
model atoms: (R_AB R_BC R_CA)^3 = 1.07327e+07 bohr^9
model atoms: E3 formula = 2.7509447e-06 Ry
model atoms: E3 third-order sum = 2.7509447e-06 Ry
model atoms: E3 diagonalization = 2.7509447e-06 Ry
input alpha = 28 bohr^3
input omega0 = 1 Ry
input R = 8 bohr
oscillator strength f = alpha w0^2/4 = 7
s = alpha w0/2 = 14 Ry bohr^3
|<0|z|a>|^2 = s/e^2 = 7 bohr^2
C6 = 588 Ry bohr^6
C9 = 12348 Ry bohr^9
C9 in Hartree units = 6174 Ha bohr^9
equilateral: angular factor = 1.375, (RRR)^3 = 1.34218e+08 bohr^9
equilateral: E3 = 1.26500e-04 Ry = 1.7211 meV
equilateral: pair C6 energy = -6.72913e-03 Ry = -91.554 meV
equilateral: E3/|pair| = 0.018799
equilateral: all-order oscillator non-additive = 1.05244e-04 Ry
right: angular factor = 1, (RRR)^3 = 3.79625e+08 bohr^9
right: E3 = 3.25268e-05 Ry = 0.44255 meV
right: pair C6 energy = -4.76646e-03 Ry = -64.851 meV
right: E3/|pair| = 0.0068241
right: all-order oscillator non-additive = 2.40995e-05 Ry
linear: angular factor = -2, (RRR)^3 = 1.07374e+09 bohr^9
linear: E3 = -2.29999e-05 Ry = -0.31293 meV
linear: pair C6 energy = -4.52113e-03 Ry = -61.513 meV
linear: E3/|pair| = -0.0050872
linear: all-order oscillator non-additive = -3.67190e-05 Ry
11 alpha/(32 R^3) = 0.0187988
sign change: cos(apex) = -0.457427, apex = 117.22 deg
anisotropic input alpha = 36, 26, 22 bohr^3; omega = 0.9, 1.0, 1.15 Ry
anisotropic: mean alpha = 28 bohr^3
anisotropic: C6 = 582.978 Ry bohr^6
anisotropic: C9 = 12212.6 Ry bohr^9
anisotropic: (3/4) alpha C6 = 12242.5 Ry bohr^9
anisotropic: C9/bound = 0.997556
H (24 p pseudo-states): lowest excitation = 0.75 Ry
H: alpha = 4.5 bohr^3
H: C6 = 12.9981 Ry bohr^6
H: C9 = 43.2849 Ry bohr^9
H: (3/4) alpha C6 = 43.8684 Ry bohr^9
H: C9/bound = 0.986699
H: one-pole omega = 4 C6/(3 alpha^2) = 0.855839 Ry
site-site-H: C9, one-pole H = 1877.74 Ry bohr^9
site-site-H: C9, full H = 1869.93 Ry bohr^9
ALL CHECKS PASSED
```
